# Water penetration into dry silica with concentration-proportional diffusivity: verification in Python

```python
"""
Result under test: water entering dry silica with D = Ds*C/Cs and fixed
surface concentration Cs has an edge at eta_f*sqrt(Ds*t), eta_f near 1.616.
C: total water counted as H2O; u = C/Cs; eta = x/sqrt(Ds*t).
The edge has zero concentration and a finite concentration slope.
g = u/eta_f**2 is expanded in z = 1-eta/eta_f, with coefficients a_n.
Mobile H2O and immobile OH are also simulated separately to test the
origin of the diffusivity law and the effect of a finite reaction rate.
"""
from fractions import Fraction
import numpy as np
from scipy import constants
from scipy.integrate import odeint, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc


def series_coefficients(count):
    a = [Fraction(0), Fraction(1, 2)]
    for n in range(1, count):
        pair_sum = sum((a[i] * a[n + 2 - i] for i in range(2, n + 1)),
                       Fraction(0))
        a.append((-n * a[n] - (n + 2) * (n + 1) * pair_sum) / (n + 1)**2)
    return a


def depth_at(x, u, level):
    return float(np.interp(level, u[::-1], x[::-1]))


def finite_volume(background, times, cells=500, length=2.0):
    """Solve u_t = (u*u_x)_x with u=1 at the surface; no front assumed."""
    dx = length / cells
    x = (np.arange(cells) + 0.5) * dx

    def rate(u, time):
        flux = np.zeros(cells + 1)
        flux[0] = (1.0 - u[0]**2) / dx
        flux[1:-1] = (u[:-1]**2 - u[1:]**2) / (2 * dx)
        return (flux[:-1] - flux[1:]) / dx

    values = odeint(rate, np.full(cells, background), [0.0] + list(times),
                    ml=1, mu=1, rtol=1e-7, atol=1e-10, mxstep=100000)
    return x, dx, values[1:]


def integrate_inward(front, diffusivity, edge_factor):
    """Start beside the edge, where diffusivity is edge_factor*u."""
    gap = 1e-4
    u_start = front * gap / (2 * edge_factor)
    q_start = 0.5 * ((front - gap) * u_start + u_start * gap / 2)

    def rate(eta, state):
        slope = -state[1] / diffusivity(state[0])
        return [slope, eta * slope / 2]

    return solve_ivp(rate, (front - gap, 0.0), [u_start, q_start],
                     method="DOP853", rtol=1e-9, atol=1e-13,
                     dense_output=True)


def find_front(diffusivity, edge_factor):
    return brentq(lambda f: integrate_inward(
        f, diffusivity, edge_factor).y[0, -1] - 1, 1.4, 1.9, xtol=1e-10)


# Series solution and its proved coefficient bound
coeff_exact = series_coefficients(40)
coeff = np.array([float(a) for a in coeff_exact])
order = np.arange(len(coeff))
for n in range(3, len(coeff)):
    assert abs(coeff[n]) <= 0.3 * 0.6**n / n**2
g_surface = coeff.sum()
eta_front = 1 / np.sqrt(g_surface)
tail_bound = 0.3 * 0.6**41 / 41**2 / 0.4
surface_slope = -eta_front * np.sum(order * coeff)
uptake_factor = eta_front**3 * np.sum(coeff / (order + 1))


def series_profile(eta):
    z = np.maximum(1 - np.asarray(eta) / eta_front, 0)
    return eta_front**2 * np.polynomial.polynomial.polyval(z, coeff)


# Direct time evolution from dry glass
grid, dx, dry = finite_volume(0.0, [0.25, 1.0])
early, late = dry
front_early = depth_at(grid, early, 1e-3)
front_late = depth_at(grid, late, 1e-3)
profile_error = np.max(np.abs(late - series_profile(grid)))
uptake_direct = np.sum(late) * dx
moment_direct = np.sum(grid * late) * dx
assert abs(front_late - eta_front) < 3 * dx
assert abs(front_late / front_early - 2) < 0.02
assert profile_error < 4e-3
assert abs(uptake_direct - uptake_factor) < 2e-3
assert abs(uptake_factor + 2 * surface_slope) < 1e-8
assert abs(moment_direct - 0.5) < 2e-3

# Separate integration of the similarity equation
front_ode = find_front(lambda u: u, 1.0)
assert abs(front_ode - eta_front) < 1e-6

# Rough example inputs; lengths in micrometres inside the calculation
Ds_cm = 7e-10
Cs_cm = 3e19
temperature = 1273.15
duration = 3600.0
thickness_um = 1000.0
density = 2.2
reaction_constant = 0.2
capture_time = 1.0
activation_eV = 0.8
background = 0.01
Ds = Ds_cm * 1e8
length_scale = np.sqrt(Ds * duration)
front_um = eta_front * length_scale
speed_um_h = front_um / (2 * duration) * 3600
uptake_cm2 = Cs_cm * length_scale * 1e-4 * uptake_factor
meeting_hours = (thickness_um / (2 * eta_front))**2 / Ds / 3600
OH_ppm = 2 * Cs_cm * 17.007 / (constants.N_A * density) * 1e6

# Molecular share from [OH]^2/([H2O][O]) = reaction_constant
oxygen_cm = 2 * density * constants.N_A / 60.084
share = brentq(lambda f: (2 * (1 - f) * Cs_cm)**2
               - reaction_constant * oxygen_cm * f * Cs_cm, 1e-8, 0.5)
D_molecule = Ds * (1 + share) / (2 * share)


def full_diffusivity(u):
    c = (1 - share) / np.sqrt(share)
    root_m = 2 * u / (c + np.sqrt(c*c + 4*u))
    return 2 * root_m / (2 * root_m + c) * (1 + share) / (2 * share)


edge_factor = (1 + share) / (1 - share)**2
front_full = find_front(full_diffusivity, edge_factor)
full_solution = integrate_inward(front_full, full_diffusivity, edge_factor)
half_equilibrium = length_scale * brentq(
    lambda e: full_solution.sol(e)[0] - 0.5, 0, front_full - 0.001)


def reaction_diffusion(tau, cells=400, length=50.0):
    """Mobile H2O m and immobile H2O equivalents h, both divided by Cs."""
    h_step = length / cells
    x = (np.arange(cells) + 0.5) * h_step

    def rate(state, time):
        m, h = state[::2], state[1::2]
        flux = np.zeros(cells + 1)
        flux[0] = 2 * D_molecule * (share - m[0]) / h_step
        flux[1:-1] = D_molecule * (m[:-1] - m[1:]) / h_step
        reaction = (m - share * (h / (1 - share))**2) / tau
        result = np.empty_like(state)
        result[::2] = (flux[:-1] - flux[1:]) / h_step - reaction
        result[1::2] = reaction
        return result

    final = odeint(rate, np.zeros(2 * cells), [0, duration], ml=2, mu=2,
                   rtol=1e-7, atol=1e-13, mxstep=100000)[-1]
    return x, final[::2], final[1::2]


x_fast, m_fast, h_fast = reaction_diffusion(0.04)
x_slow, m_slow, h_slow = reaction_diffusion(capture_time)
total_fast, total_slow = m_fast + h_fast, m_slow + h_slow
half_fast = depth_at(x_fast, total_fast, 0.5)
assert abs(half_fast / half_equilibrium - 1) < 0.005
tail = (m_slow > 1e-8) & (m_slow < 1e-6) & (x_slow > front_um)
assert np.count_nonzero(tail) > 10
tail_measured = -1 / np.polyfit(x_slow[tail], np.log(m_slow[tail]), 1)[0]
tail_formula = np.sqrt(D_molecule * capture_time)
assert abs(tail_measured / tail_formula - 1) < 0.02
at_front_fast = np.interp(front_um, x_fast, total_fast)
at_front_slow = np.interp(front_um, x_slow, total_slow)
assert at_front_slow > at_front_fast
ten_ideal = length_scale * brentq(
    lambda e: float(series_profile(e)) - 0.1, 0, eta_front)
ten_slow = depth_at(x_slow, total_slow, 0.1)

# Residual water and temperature error
wet_grid, wet_dx, wet_values = finite_volume(background, [1.0])
five_dry = length_scale * depth_at(grid, late, 0.05)
five_wet = length_scale * depth_at(wet_grid, wet_values[0], 0.05)
k_eV = constants.k / constants.e
warmer_factor = np.exp(activation_eV / (2 * k_eV)
                       * (1 / temperature - 1 / (temperature + 10)))

print("Series coefficients a1 to a6:", ", ".join(map(str, coeff_exact[1:7])))
for n in (3, 4, 6):
    print(f"Front constant from {n} terms: {1/np.sqrt(coeff[:n+1].sum()):.6f}")
print(f"g at surface: {g_surface:.8f}")
print(f"Bound on omitted series terms: {tail_bound:.1e}")
print(f"Front constant, series: {eta_front:.7f}")
print(f"Front constant, inward integration: {front_ode:.7f}")
print(f"Front constant, time evolution: {front_late:.4f}")
print(f"Front ratio when time grows fourfold: {front_late/front_early:.4f}")
print(f"Largest profile difference C/Cs: {profile_error:.5f}")
print(f"Surface slope du/deta: {surface_slope:.6f}")
print(f"Edge slope du/deta: {-eta_front/2:.6f}")
print(f"Uptake factor, series: {uptake_factor:.6f}")
print(f"Uptake factor, time evolution: {uptake_direct:.5f}")
print(f"First moment, time evolution: {moment_direct:.5f}")
print(f"Surface diffusivity, rough input: {Ds_cm:.1e} cm2/s")
print(f"Surface water, rough input: {Cs_cm:.1e} cm^-3")
print(f"Equivalent OH content: {OH_ppm:.0f} ppm by mass")
print(f"Temperature: {temperature:.2f} K")
print(f"Time: {duration:.0f} s")
print(f"Length sqrt(Ds*t): {length_scale:.3f} um")
print(f"Front depth: {front_um:.3f} um = {front_um*1000:.0f} nm")
print(f"Front speed at final time: {speed_um_h:.3f} um/h")
print(f"Water uptake: {uptake_cm2:.3e} molecules/cm2")
for position in (5, 10, 15, 20, 25):
    value = float(series_profile(position / length_scale))
    print(f"C/Cs at {position} um: {value:.4f}")
print(f"Constant-D C/Cs at front depth: {erfc(eta_front/2):.4f}")
print(f"Reaction constant, rough input: {reaction_constant:.2f}")
print(f"Molecular share at surface: {100*share:.3f} %")
print(f"Molecular diffusivity: {D_molecule*1e-8:.3e} cm2/s")
print(f"Front with molecular share: {front_full*length_scale:.3f} um")
print(f"Half depth, local equilibrium: {half_equilibrium:.3f} um")
print(f"Half depth, 0.04 s capture: {half_fast:.3f} um")
print(f"Assumed capture time: {capture_time:.1f} s")
print(f"Molecular tail length, formula: {tail_formula:.3f} um")
print(f"Molecular tail length, simulation: {tail_measured:.3f} um")
print(f"C/Cs at ideal front, 1 s capture: {at_front_slow:.4f}")
print(f"10% depth, ideal: {ten_ideal:.3f} um")
print(f"10% depth, 1 s capture: {ten_slow:.3f} um")
print(f"Residual water, assumed C/Cs: {background:.3f}")
print(f"5% depth, dry glass: {five_dry:.3f} um")
print(f"5% depth, residual water: {five_wet:.3f} um")
print(f"Activation energy, rough input: {activation_eV:.2f} eV")
print(f"Depth change for +10 K: {100*(warmer_factor-1):.2f} %")
print(f"Plate thickness: {thickness_um/1000:.1f} mm")
print(f"Time for opposing fronts to meet: {meeting_hours:.1f} h")
print("every check passed")
```

It prints:

```
Series coefficients a1 to a6: 1/2, -1/8, 1/144, 1/1152, 11/172800, -1/230400
Front constant from 3 terms: 1.618080
Front constant from 4 terms: 1.616244
Front constant from 6 terms: 1.616119
g at surface: 0.38286870
Bound on omitted series terms: 3.6e-13
Front constant, series: 1.6161254
Front constant, inward integration: 1.6161254
Front constant, time evolution: 1.6158
Front ratio when time grows fourfold: 1.9973
Largest profile difference C/Cs: 0.00011
Surface slope du/deta: -0.443748
Edge slope du/deta: -0.808063
Uptake factor, series: 0.887497
Uptake factor, time evolution: 0.88750
First moment, time evolution: 0.50000
Surface diffusivity, rough input: 7.0e-10 cm2/s
Surface water, rough input: 3.0e+19 cm^-3
Equivalent OH content: 770 ppm by mass
Temperature: 1273.15 K
Time: 3600 s
Length sqrt(Ds*t): 15.875 um
Front depth: 25.655 um = 25655 nm
Front speed at final time: 12.828 um/h
Water uptake: 4.227e+16 molecules/cm2
C/Cs at 5 um: 0.8503
C/Cs at 10 um: 0.6798
C/Cs at 15 um: 0.4874
C/Cs at 20 um: 0.2722
C/Cs at 25 um: 0.0331
Constant-D C/Cs at front depth: 0.2531
Reaction constant, rough input: 0.20
Molecular share at surface: 1.325 %
Molecular diffusivity: 2.677e-08 cm2/s
Front with molecular share: 25.929 um
Half depth, local equilibrium: 14.737 um
Half depth, 0.04 s capture: 14.730 um
Assumed capture time: 1.0 s
Molecular tail length, formula: 1.636 um
Molecular tail length, simulation: 1.635 um
C/Cs at ideal front, 1 s capture: 0.0416
10% depth, ideal: 23.652 um
10% depth, 1 s capture: 23.713 um
Residual water, assumed C/Cs: 0.010
5% depth, dry glass: 24.663 um
5% depth, residual water: 25.183 um
Activation energy, rough input: 0.80 eV
Depth change for +10 K: 2.88 %
Plate thickness: 1.0 mm
Time for opposing fronts to meet: 379.8 h
every check passed
```
